\section*{Mode Softening and the Entropy Factor in Trap Occupation}

\section{The decision: are two barriers enough?}

A charge-trapping simulation of a Si/SiO$_2$ transistor needs a capture rate and an emission rate for each trap. One must decide whether both may be written as a common prefactor times the exponential of a barrier. Electronic degeneracies aside, they may not if capture changes the product of the trap's vibrational frequencies: the prefactors then differ, and equal ones give the wrong equilibrium occupation.

Let the trap have $N$ stable harmonic modes, with angular frequencies $\omega_i$ while it is empty (the initial state) and $\omega_i'$ after it has captured an electron (the final state). For classical modes the ratio of occupied to empty probability is
\begin{equation}
\frac{p_o}{p_e}=\frac{g_o}{g_e}\,P\,e^{-(E_T-\mu)/kT},\qquad
P=\prod_{i=1}^{N}\frac{\omega_i}{\omega_i'} .
\label{main}
\end{equation}
Here $g_o$ and $g_e$ are electronic degeneracies, $\mu$ is the chemical potential of the electron reservoir, and $E_T$ is the energy of the occupied minimum minus that of the empty minimum, without zero-point energy. Softening means that the product of the frequencies falls, so that $P>1$. The factor $P$ does not depend on temperature and corresponds to an entropy $k\ln P$. At a fixed, nonzero $E_T-\mu$ the whole ratio still depends on temperature, through the exponential.

\section{Equilibrium derivation}

\subsection{Weights of the two charge states}

The trap holds either no extra electron or one. In equilibrium with the reservoir, a state of energy $E$ with $n$ extra electrons has weight $e^{-(E-n\mu)/kT}$. Put the zero of energy at the empty minimum and let $Z_e$, $Z_o$ be vibrational partition functions, each measured from its own minimum. Summing the weights within each charge state gives
\begin{equation}
p_e\propto g_eZ_e,\qquad p_o\propto g_oZ_o\,e^{-(E_T-\mu)/kT},
\end{equation}
and therefore
\begin{equation}
\frac{p_o}{p_e}=\frac{g_o}{g_e}\frac{Z_o}{Z_e}e^{-(E_T-\mu)/kT}.
\label{grand}
\end{equation}
This step does not require classical modes. What remains is $Z_o/Z_e$.

\subsection{The Gaussian integrals}

Let $q$ be the vector of mass-weighted displacements and $s=q/\hbar$. With $\pi=\dot q$ the conjugate momentum, the phase-space measure is $d^Nq\,d^N\pi/(2\pi\hbar)^N=d^Ns\,d^N\pi/(2\pi)^N$. The potentials are
\begin{equation}
V_e=\tfrac12 s^{T}W_es,\qquad V_o=\tfrac12(s-d)^{T}W_o(s-d).
\end{equation}
The eigenvalues of $W_e$ are $(\hbar\omega_i)^2$ and those of $W_o$ are $(\hbar\omega_i')^2$. The minima are displaced by $d$, and the normal axes of the two states may be rotated against each other.

For the occupied state, substitute $u=s-d$. The Jacobian is one and the limits are infinite, so $d$ disappears:
\begin{align}
Z_o&=\frac{1}{(2\pi)^N}\int d^N\pi\,e^{-\pi^2/2kT}
\int d^Nu\,e^{-u^{T}W_ou/2kT}\nonumber\\
&=\frac{1}{(2\pi)^N}(2\pi kT)^{N/2}\,
\frac{(2\pi kT)^{N/2}}{\sqrt{\det W_o}}
=\prod_i\frac{kT}{\hbar\omega_i'} .
\end{align}
The position integral was done along the eigenvectors of $W_o$, each giving $\sqrt{2\pi kT}/\hbar\omega_i'$. The same calculation gives $Z_e=\prod_i kT/\hbar\omega_i$. In the quotient the powers of $kT$ and $\hbar$ cancel:
\begin{equation}
\frac{Z_o}{Z_e}=\sqrt{\frac{\det W_e}{\det W_o}}
=\prod_i\frac{\omega_i}{\omega_i'}=P .
\label{P}
\end{equation}
Inserting this in Eq.~(\ref{grand}) proves Eq.~(\ref{main}).

When the axes rotate, no mode of one state belongs naturally to a mode of the other. Single ratios then depend on how the modes are paired, but the product does not. Nor does it depend on the masses. If $M$ is the mass matrix and $K$ the Cartesian force-constant matrix, then $W=\hbar^2M^{-1/2}KM^{-1/2}$ and $\det W=\hbar^{2N}\det K/\det M$. Since $M$ is the same in both states, $P=\sqrt{\det K_e/\det K_o}$. An implementation can use these determinants directly if the surroundings of the vibrating atoms are held fixed. In a fully relaxed periodic cell the three uniform translations have zero frequency, so both determinants vanish; these modes must first be removed from both states. Modes whose frequencies do not change contribute a factor of one.

\subsection{Why the factor is an entropy}

Leave out the electronic degeneracies for the moment. The free-energy difference between the charge states is
\begin{equation}
\Delta F=E_T-kT\ln P .
\end{equation}
At fixed $E_T$ and fixed force constants,
\begin{align}
\Delta S&=-\frac{d\Delta F}{dT}=k\ln P,\\
\Delta U&=\Delta F+T\Delta S=E_T .
\end{align}
Both wells hold the same mean thermal energy, $NkT$, so softening brings no thermal energy difference. It widens the region that the atoms explore at that energy. Degeneracy adds a further $k\ln(g_o/g_e)$.

The trap is half filled when the right side of Eq.~(\ref{main}) equals one, that is, at
\begin{equation}
\mu_{1/2}=E_T-kT\ln\!\left(\frac{g_o}{g_e}P\right).
\label{half}
\end{equation}
A plot of $\ln(p_o/p_e)$ against $1/T$ is a straight line of intercept $\ln(g_oP/g_e)$ if $E_T-\mu$ is held fixed. If instead $E_T-\mu=a+bT$, the intercept gains $-b/k$, and such a plot cannot separate this drift from the vibrational entropy.

\subsection{When a mode becomes very soft}

As $\omega_i'\to0$, Eq.~(\ref{P}) diverges. The harmonic assumption has then failed, because other forces must limit the motion. Suppose that one occupied mode is flat over a length $L$ in the coordinate $s$, with hard walls. Its position integral is $L$ instead of $\sqrt{2\pi kT}/\hbar\omega_i'$, and its factor in $Z_o/Z_e$ becomes
\begin{equation}
r=\frac{L\,\hbar\omega_i}{\sqrt{2\pi kT}} .
\end{equation}
This is finite and falls as $T^{-1/2}$. The entropy contribution is $k\,d(T\ln r)/dT=k(\ln r-\tfrac12)$, which depends on temperature. Two classical harmonic wells with fixed force constants thus ensure a constant entropy difference, but a change in the shape of one well can remove this constancy.

\section{The same factor from multiphonon rates}

\subsection{Detailed balance at the crossing}

Consider capture of a band electron of energy $\varepsilon$. The total energy is $V_e+\varepsilon$ before and $V_o+E_T$ after the transition. In the classical limit of the golden rule the transition occurs where these are equal, so define the gap
\begin{equation}
G(s)=V_o(s)+E_T-\varepsilon-V_e(s).
\end{equation}
For a constant electronic matrix element, the capture and emission rates per pair of electronic states are one common constant times the densities
\begin{equation}
D_c=\frac{\int d^Ns\,e^{-V_e/kT}\delta(G)}{\int d^Ns\,e^{-V_e/kT}},\qquad
D_m=\frac{\int d^Ns\,e^{-V_o/kT}\delta(G)}{\int d^Ns\,e^{-V_o/kT}} .
\end{equation}
The delta function permits the replacement $V_e=V_o+E_T-\varepsilon$ in the numerator of $D_c$. That numerator is then $e^{-(E_T-\varepsilon)/kT}$ times the numerator of $D_m$. The denominators have the quotient $Z_o/Z_e=P$. Hence, wherever a crossing exists,
\begin{equation}
\frac{D_c}{D_m}=P\,e^{-(E_T-\varepsilon)/kT}.
\label{db}
\end{equation}
A matrix element that depends on $s$ enters both numerators alike and leaves this quotient unchanged.

Capture needs a filled band state, with probability $f$, and emission needs an empty one, with probability $1-f$. For a reservoir in equilibrium,
\begin{equation}
f(\varepsilon)=\frac{1}{1+e^{(\varepsilon-\mu)/kT}},\qquad
\frac{f}{1-f}=e^{-(\varepsilon-\mu)/kT}.
\end{equation}
Multiplication by Eq.~(\ref{db}) removes $\varepsilon$:
\begin{equation}
D_cf=P\,e^{-(E_T-\mu)/kT}\,D_m(1-f).
\end{equation}
The factor is the same for every band energy, so it survives the sum over the band. Summing over final and averaging over initial electronic states of the trap supplies $g_o/g_e$. In the stationary state the probability flows balance, $p_eR_c=p_oR_m$, where $R_c$ and $R_m$ are the total rates. This returns Eq.~(\ref{main}). If two reservoirs with different chemical potentials exchange electrons with the trap, no single $\mu$ can be inserted, and the stationary occupation must be found from all four rates.

\subsection{Prefactors for an implementation}

For one mode the densities can be written out. Let $s_j$ be the roots of $G(s)=0$; with unequal curvatures there may be two. Using $\delta(G)=\sum_j\delta(s-s_j)/|G'(s_j)|$,
\begin{align}
D_c&=\frac{\hbar\omega}{\sqrt{2\pi kT}}
\sum_j\frac{e^{-V_e(s_j)/kT}}{|G'(s_j)|},\\
D_m&=\frac{\hbar\omega'}{\sqrt{2\pi kT}}
\sum_j\frac{e^{-V_o(s_j)/kT}}{|G'(s_j)|}.
\end{align}
The slopes are common to both rates, but the normalisations are not. The softer occupied well spreads its probability over a greater length, which lowers the emission prefactor. A safe procedure for many classical modes is to calculate $D_c$ and obtain $D_m$ from Eq.~(\ref{db}), so that detailed balance holds at each band energy. If $D_c$ is calculated with quantum modes, $P$ in that equation must be replaced by the quantum $Z_o/Z_e$ of the next section.

\section{Quantum corrections and the choice of trap level}

With $x=\hbar\omega/kT$, the partition function of one quantum oscillator is
\begin{equation}
\sum_{n=0}^{\infty}e^{-(n+1/2)x}
=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)} .
\end{equation}
Therefore, with $x_i'=\hbar\omega_i'/kT$,
\begin{equation}
\frac{Z_o}{Z_e}=\prod_i\frac{\sinh(x_i/2)}{\sinh(x_i'/2)} .
\label{quantum}
\end{equation}
For small $x$, $\ln[\sinh(x/2)/(x/2)]=x^2/24-x^4/2880+\dots$, so
\begin{equation}
\ln\frac{Z_o}{Z_e}=\ln P+c+\dots,\qquad
c=\frac{\sum_i[(\hbar\omega_i)^2-(\hbar\omega_i')^2]}{24(kT)^2}.
\label{corr}
\end{equation}
Since $\Delta S=k\,d[T\ln(Z_o/Z_e)]/dT$ and $c\propto T^{-2}$, the entropy is $k(\ln P-c)$ to this order. When $c>0$, the correction raises the occupation ratio and lowers the entropy. The two are compatible because the mean vibrational energies, zero-point energy included, are no longer equal: $kT^2\,dc/dT=-2c\,kT$, so that of the occupied well is lower by $2c\,kT$.

At low temperature $\sinh(x/2)\to e^{x/2}/2$, and
\begin{equation}
\frac{Z_o}{Z_e}\to
\exp\!\left[\frac{\sum_i(\hbar\omega_i-\hbar\omega_i')}{2kT}\right].
\end{equation}
The exponent is purely an energy shift, and the vibrational entropy vanishes.

This matters when a trap level is taken from another calculation. Let $E_{00}=E_T-\tfrac12\sum_i(\hbar\omega_i-\hbar\omega_i')$ be the level with zero-point energies included. Writing $\sinh(x/2)=\tfrac12e^{x/2}(1-e^{-x})$ in Eq.~(\ref{quantum}) shows that the factor belonging to $E_{00}$ is
\begin{equation}
P_{00}=\prod_i\frac{1-e^{-x_i}}{1-e^{-x_i'}} .
\end{equation}
For small $x$, $1-e^{-x}\approx x\,e^{-x/2}$, so $P_{00}\approx P\exp[-\sum_i(x_i-x_i')/2]$, which cancels the zero-point shift in $E_{00}$ to leading order. Combining $E_{00}$ with the classical $P$ omits this cancellation.

\section{Worked example: an electron trap in SiO$_2$}

The example is a model trap 1 nm inside the oxide, next to n-type silicon, between 300 and 400 K. Its mode quanta are 20, 30 and 40 meV when empty and 16, 24 and 30 meV when occupied. The occupied normal axes are obtained from the empty ones by rotations of $10^\circ$, $15^\circ$ and $10^\circ$ about the fixed $x$, $y$ and $z$ axes, applied in that order. The reverse order leaves $P$ unchanged but lowers the separate classical rates found below by about a quarter. The relaxation energy on the occupied surface, $\tfrac12d^{T}W_od$, is 1 eV, with $d$ along $(1,1,1)$. The level is held at $E_T-\mu=50$ meV, and $g_o/g_e=2$ for one unpaired spin.

\subsection{Occupation}

The product is
\begin{equation}
P=\frac{20}{16}\cdot\frac{30}{24}\cdot\frac{40}{30}=2.083,
\qquad \ln P=0.734 .
\end{equation}
The entropy is $0.734\,k$, or 0.063 meV/K. Direct quadrature of the displaced and rotated Boltzmann factors gave the same $P$, and its temperature derivative gave $0.734\,k$ at both 300 and 400 K. Multiplying the masses along the three axes by 1, 2 and 5 changed the frequencies but left $P$ at 2.083.

At 300 K, $kT=25.85$ meV and
\begin{equation}
\frac{p_o}{p_e}=2\times2.083\times e^{-50/25.85}=0.602 .
\end{equation}
The occupied fraction is $0.602/1.602=0.376$; without $P$ it would be 0.224. At 400 K, with $E_T-\mu$ still fixed, the fractions are 0.494 and 0.319. At 300 K softening acts like a lowering of the level by $kT\ln P=19$ meV. With the spin factor, Eq.~(\ref{half}) puts half filling at $\mu=E_T-37$ meV.

\subsection{Rates}

For a carrier density of $10^{18}$ cm$^{-3}$ the band edge lies 86 meV above $\mu$, so $E_T$ lies 36 meV below the edge. The lowest crossing for an electron at the edge gives barriers of 0.282 eV for capture and 0.318 eV for emission. Their difference alone gives a rate quotient of $e^{35.97/25.85}=4.02$. The densities themselves were found from
\begin{equation}
D=\frac{1}{2\pi}\int_{-\infty}^{\infty}dt\,\langle e^{itG}\rangle ,
\end{equation}
with the average taken separately in each well and without using Eq.~(\ref{db}). They are $4.03\times10^{-5}$ and $4.81\times10^{-6}$ eV$^{-1}$, with quotient 8.38. The remaining factor is $8.38/4.02=2.08$, which is $P$. A sum over 30 band energies up to 0.6 eV above the edge gave $p_o/p_e=0.301$ without the spin factor, half the value above, as required.

\subsection{Quantum effects}

At 300 K, $Z_o/Z_e$ from numerically diagonalised oscillators is 2.237, in agreement with Eq.~(\ref{quantum}) and 7.4\% above the classical $P$. Equation~(\ref{corr}) gives $c=0.073$. The quantum entropy is $0.666\,k$ at 300 K and $0.695\,k$ at 400 K, so for these modes it is only approximately constant.

The separate rates need a larger correction than their quotient. With discrete quantum modes the golden rule gives sharp lines, here 2 meV apart, so a density exists only after broadening. With Gaussian lines of standard deviation 5 meV, an electron at the band edge has densities of $5.96\times10^{-5}$ eV$^{-1}$ for capture and $6.62\times10^{-6}$ eV$^{-1}$ for emission at 300 K, 48\% and 38\% above the classical values. Standard deviations of 2 and 10 meV change these densities by less than 2\%, but at 0.5 meV the separate lines show and the result depends strongly on the width. The quotient at 5 meV is 9.005, close to the 8.993 from Eq.~(\ref{db}) with $P$ replaced by the quantum $Z_o/Z_e$.

The zero-point shift is $(90-70)/2=10$ meV. Using $E_{00}$ with the classical $P$ would give an effective factor $2.083\,e^{10/25.85}=3.07$ in place of 2.24, an error of 37\% relative to the quantum value.

Stiff modes need Eq.~(\ref{quantum}). One stretch mode that softens from 130 to 125 meV has a classical factor of 1.040 but a quantum factor of 1.103 at 300 K. Its entropy is $0.007\,k$ instead of the classical $0.039\,k$. Nearly all its effect is the zero-point shift of 2.5 meV, since $e^{2.5/25.85}=1.10$.

\section{Setting the model beside a real device}

The mode quanta, their softening and the 1 eV relaxation energy are round values chosen for illustration; they describe no identified defect. The separate rates are sensitive to them. Doubling all quanta at the same relaxation energy leaves $P$ and the classical densities unchanged, but at 300 K the quantum capture density, broadened as above, is then about four times the classical one. Real traps have a spread of levels and relaxation energies, so one value of $P$ should not be assigned to a whole population without evidence. For the temperature dependence, the assumption of a fixed $E_T-\mu$ can matter more than the softening itself. If the carrier density is fixed instead, a non-degenerate band with effective density of states $N_c\propto T^{3/2}$ has $E_c-\mu=kT\ln(N_c/n)$, with slope
\begin{equation}
\frac{d(E_c-\mu)}{dT}=k\left[\ln\frac{N_c}{n}+\frac32\right].
\end{equation}
For $n=10^{18}$ cm$^{-3}$, a density-of-states mass set to 1.08 electron masses in the model, and a trap level fixed relative to the band edge, this acts at 300 K as an apparent entropy of about $-4.8\,k$. It opposes the softening term and is more than six times as large. The occupied fraction then falls on heating to 400 K, to about 0.2, instead of rising to 0.494.

The oxide field is another large influence. At 5 MV/cm, a trap 1 nm deep is shifted by 0.5 eV relative to the interface; this shift must already be contained in $E_T$. The effect of $P$ at 300 K equals that of a field change of 0.19 MV/cm, about 4\% of that field. The carrier estimate above does not apply at such a field. Gauss's law with a relative permittivity of about 3.9 gives roughly $10^{13}$ electrons per cm$^2$, which in a layer a few nanometres thick is a degenerate, confined gas. Its $\mu(T)$ needs a subband calculation. At $10^{18}$ cm$^{-3}$ degeneracy moves $\mu$ by just 0.3 meV.

Two further effects alter the apparent entropy or $P$ itself. An assumed drift of the trap level against the band edge of 0.1 meV/K, a rough size, amounts to $1.16\,k$ with either sign, more than the softening term. Quartic stiffening of the occupied modes, adding 10\% to the harmonic energy at 0.25 eV in each mode, multiplies the ratio by 0.978 at 300 K and 0.971 at 400 K.

Electron tunnelling affects the time needed to reach equilibrium. A rectangular barrier of 3 eV, 1 nm thick, with a mass of 0.5 electron masses (rough values) gives an exponential factor of about $4\times10^{-6}$ in both rates. Matching the electron wave at the interface adds a prefactor, roughly proportional to the kinetic energy of the band electron, that lowers both rates by a further one to two orders of magnitude for kinetic energies of about 25 to 100 meV and by more closer to the band edge. These common factors cancel from Eq.~(\ref{main}), but a trap that has not equilibrated within the stress time must be described by its rates. The main input values of the example are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Empty mode quanta (meV): [20. 30. 40.]
Occupied mode quanta (meV): [16. 24. 30.]
Axis rotation angles x,y,z (degree): [10.0, 15.0, 10.0]
Relaxation energy, occupied surface: 1.00 eV
E_T - mu: 0.050 eV; spin factor: 2
kT at 300 K: 25.85 meV
Single ratios: [1.25   1.25   1.3333]
Product P, formula: 2.083333
Product P, 3D quadrature at 300 K: 2.083333
Product P, changed masses: 2.083333
Entropy ln P: 0.7340 k = 0.0632 meV/K
Entropy, quadrature, 300 K: 0.7340 k
Entropy, quadrature, 400 K: 0.7340 k
300 K: occ/empty without P 0.2891, with P 0.6023
  occupied fraction without P 0.2243, with P 0.3759
350 K: occ/empty without P 0.3811, with P 0.7940
  occupied fraction without P 0.2759, with P 0.4426
400 K: occ/empty without P 0.4689, with P 0.9768
  occupied fraction without P 0.3192, with P 0.4941
Level lowering kT ln P at 300 K: 18.97 meV
Half filling, mu - E_T at 300 K: -36.89 meV
Band edge minus mu at 300 K: 85.97 meV
E_T minus band edge: -35.97 meV
Capture barrier at band edge: 0.2825 eV
Emission barrier to band edge: 0.3184 eV
Capture gap density: 4.0314e-05 1/eV
Emission gap density: 4.8128e-06 1/eV
Density ratio: 8.3763; barriers only: 4.0206
Product P from gap densities: 2.083333
Band-summed occ/empty, no spin factor: 0.301159
Quantum Z ratio from grid levels, 300 K: 2.236813
300 K: quantum/classical 1.0737, quantum entropy 0.6662 k
350 K: quantum/classical 1.0540, quantum entropy 0.6833 k
400 K: quantum/classical 1.0412, quantum entropy 0.6947 k
First quantum correction to ln ratio, 300 K: 0.0728
Quantum entropy at 10 K: 1.7e-07 k
Stretch mode quanta: 130 to 125 meV
  factor classical 1.0400, quantum 1.1031
  entropy classical 0.0392 k, quantum 0.0070 k
Quartic share 0.10 at 0.25 eV: factor 0.9779 (300 K)
  factor at 400 K: 0.9710
Carriers 1.0e+18 cm^-3; DOS mass 1.08 m_e
Apparent entropy from mu at fixed carriers: -4.844 k
Degeneracy shift of mu: 0.324 meV
Assumed level drift 0.10 meV/K: size 1.16 k
Depth 1.0 nm, field 5.0 MV/cm: level shift 0.500 eV
Field change equal to kT ln P: 0.190 MV/cm
Tunnel barrier 3.0 eV, mass 0.5 m_e: factor 3.55e-06
\end{verbatim}
